\section*{Sampling an ellipsoidal silicon valley with uniform Herring–Vogt directions}

\section{What symmetry and dimensions fix}

An ellipsoid becomes a sphere when each axis is rescaled. In a silicon valley the Herring--Vogt scaling does this to the constant-energy surfaces, and it multiplies every volume element of wavevector space by one and the same constant. In the scaled space neither the energy nor the density of states per unit volume singles out a direction. The density-of-states measure on a shell must then be unchanged by rotations, so it has the form
\begin{equation}
 d\mu = C(E)\,d\Omega_w ,
 \label{form}
\end{equation}
where $d\Omega_w$ is the solid angle of the scaled wavevector. Dimensions restrict $C$: it counts wavevector volume per unit energy, so it is a squared radius divided by an energy slope $dE/dw$, times a dimensionless factor. That factor is the constant ratio of the volume elements, so it depends only on the masses.

To make this precise, let $\mathbf k$ be measured from the valley minimum, with $z$ along the valley axis. Let $m_l$ and $m_t$ be the longitudinal and transverse masses in units of the free-electron mass $m_0$, and let $h=\hbar^2/2m_0$. The band is
\begin{equation}
 \gamma(E)\equiv E(1+\alpha E)
 =h\left(\frac{k_x^2+k_y^2}{m_t}+\frac{k_z^2}{m_l}\right),
 \label{band}
\end{equation}
with $\alpha\ge 0$ describing nonparabolicity. The scaled vector $\mathbf w$ is defined by
\begin{equation}
 k_x=\sqrt{m_t}\,w_x,\quad k_y=\sqrt{m_t}\,w_y,\quad k_z=\sqrt{m_l}\,w_z .
 \label{scale}
\end{equation}

The measure is needed when an electron scatters to a known final energy $E$. By the golden rule the probability of the final state $\mathbf k$ is
\begin{equation}
 P(\mathbf k)\,d^3k\propto |M|^2\,[1-f(\mathbf k)]\,
 \delta\big(E(\mathbf k)-E\big)\,d^3k ,
 \label{golden}
\end{equation}
because allowed wavevectors fill $\mathbf k$ space uniformly. Here $M$ is the matrix element and $f$ the occupation of the final state. If $|M|^2$ and $f$ do not vary over the shell, the delta function alone sets the distribution. The claim is that this distribution is uniform in $\Omega_w$. If they do vary, the uniform law is still the density of states, but the outcome of the event must also carry the factor $|M|^2(1-f)$.

\section{First derivation: change of volume variables}

The map (\ref{scale}) is diagonal, so its Jacobian is the product of its three scale factors:
\begin{equation}
 d^3k=\sqrt{m_t}\sqrt{m_t}\sqrt{m_l}\;d^3w
 =\sqrt{m_l}\,m_t\,w^2\,dw\,d\Omega_w .
 \label{jac}
\end{equation}
Substituting (\ref{scale}) into (\ref{band}) cancels every mass:
\begin{equation}
 E(1+\alpha E)=h\,(w_x^2+w_y^2+w_z^2)=h w^2 .
 \label{sphere}
\end{equation}
The energy thus depends on $w$ alone. Differentiating both sides gives
\begin{equation}
 (1+2\alpha E)\,dE=2hw\,dw
 \quad\Longrightarrow\quad
 \frac{dE}{dw}=\frac{2hw}{1+2\alpha E}.
 \label{slope}
\end{equation}
This slope is positive for $w>0$, so each ray from the minimum meets the shell once, at $w_E=\sqrt{\gamma(E)/h}$. For any smooth function $F(\mathbf k)$,
\begin{align}
 \int F\,\delta\big(E(\mathbf k)-E\big)\,d^3k
 &=\sqrt{m_l}\,m_t\int d\Omega_w\int_0^\infty
 F\,\delta\big(E(w)-E\big)\,w^2\,dw \nonumber\\
 &=\sqrt{m_l}\,m_t\int d\Omega_w\;
 F\,\frac{w_E^2}{(dE/dw)_{w_E}} ,
\end{align}
where the second line uses $\delta(E(w)-E)=\delta(w-w_E)/(dE/dw)$. Inserting (\ref{slope}) cancels one power of $w_E$:
\begin{equation}
 d\mu=C(E)\,d\Omega_w,\qquad
 C(E)=\frac{\sqrt{m_l}\,m_t\,w_E\,(1+2\alpha E)}{2h}.
 \label{result}
\end{equation}
No angle appears in $C$. Since $F$ was arbitrary, this is a statement about the whole distribution and not just about some of its averages.

\section{Second derivation: area and gradient on the ellipsoid}

The same measure can be found without integrating over a volume. Two neighbouring surfaces with energies $E$ and $E+dE$ are separated, along their normal, by $dE/|\nabla_{\mathbf k}E|$. The volume between them above an area $dS$ is $dS\,dE/|\nabla_{\mathbf k}E|$, and therefore
\begin{equation}
 d\mu=\frac{dS}{|\nabla_{\mathbf k}E|}.
 \label{surface}
\end{equation}
A region counts for more where the surface is large and where the energy rises slowly.

Let $u=\cos\theta_w$, $s=\sqrt{1-u^2}$, and let $\phi$ be the azimuth. With semi-axes $a_t=\sqrt{m_t}\,w_E$ and $a_l=\sqrt{m_l}\,w_E$, the ellipsoid is
\begin{equation}
 \mathbf k=(a_t s\cos\phi,\;a_t s\sin\phi,\;a_l u).
\end{equation}
Because $ds/du=-u/s$, its tangent vectors are
\begin{align}
 \partial_u\mathbf k&=\left(-\frac{a_t u}{s}\cos\phi,\;
 -\frac{a_t u}{s}\sin\phi,\;a_l\right),\\
 \partial_\phi\mathbf k&=(-a_t s\sin\phi,\;a_t s\cos\phi,\;0).
\end{align}
Their cross product, ordered to point outwards, is
\begin{equation}
 \partial_\phi\mathbf k\times\partial_u\mathbf k
 =(a_l a_t s\cos\phi,\;a_l a_t s\sin\phi,\;a_t^2u),
\end{equation}
where the last component used $\sin^2\phi+\cos^2\phi=1$. The area element is the length of this vector:
\begin{align}
 \frac{dS}{du\,d\phi}
 &=a_t\sqrt{a_l^2s^2+a_t^2u^2}
 =w_E^2\sqrt{m_t\,(m_l s^2+m_t u^2)}\nonumber\\
 &=w_E^2\sqrt{m_l}\,m_t\,G(u),\qquad
 G(u)=\sqrt{\frac{1-u^2}{m_t}+\frac{u^2}{m_l}} .
 \label{area}
\end{align}
The last step takes $m_l m_t^2$ out of the square root. For the gradient, differentiate (\ref{band}) with respect to $k_i$:
\begin{equation}
 (1+2\alpha E)\frac{\partial E}{\partial k_i}=\frac{2hk_i}{m_i}.
 \label{grad}
\end{equation}
On the shell $k_i/m_i=w_i/\sqrt{m_i}$, so
\begin{equation}
 |\nabla_{\mathbf k}E|=\frac{2hw_E}{1+2\alpha E}\,G(u).
 \label{gradlength}
\end{equation}
The area and the gradient contain the same angular factor $G$. Their ratio is
\begin{equation}
 \frac{dS}{|\nabla_{\mathbf k}E|}
 =\frac{\sqrt{m_l}\,m_t\,w_E(1+2\alpha E)}{2h}\,du\,d\phi ,
\end{equation}
which is (\ref{result}), since $d\Omega_w=du\,d\phi$.

The cancellation does not depend on two masses being equal. Write $\mathbf k=A\mathbf w$ with $A$ diagonal and $\mathbf n=\mathbf w/w$. A linear map changes an oriented area element by $\det A\,A^{-T}$, so $d\mathbf S=\det A\;A^{-T}\mathbf n\,w^2d\Omega_w$. The chain rule gives $\nabla_{\mathbf k}E=A^{-T}\mathbf n\,(dE/dw)$. The length $|A^{-T}\mathbf n|$ cancels, leaving $\det A\,w^2/(dE/dw)$. For three unequal masses, $\sqrt{m_l}\,m_t$ is replaced by $\sqrt{m_1m_2m_3}$.

\section{What each derivation assumes}

The first derivation needs a map with constant Jacobian and an energy that depends only on the scaled radius. Given these, it is short and covers any increasing function $\gamma(E)$, with $1+2\alpha E$ replaced by $d\gamma/dE$. It says nothing directly about area on the original ellipsoid.

The second starts from (\ref{surface}), which needs only a smooth surface with nonzero gradient. That starting point survives in a warped band, where the ratio of area to gradient generally depends on direction. The ellipsoidal form enters later, when $G$ cancels. This route also shows why equal-area sampling is wrong here: it keeps the factor $G$ in the area and omits the one in the gradient.

Both give the density of states. Neither establishes that $|M|^2$ is constant, which is a separate assumption about the scattering mechanism.

\section{The sampling rule and its numbers}

For two independent random numbers $r_1,r_2$, uniform between 0 and 1, set
\begin{equation}
 u=1-2r_1,\qquad \phi=2\pi r_2,\qquad w_E=\sqrt{\gamma(E)/h},
\end{equation}
and obtain $\mathbf k$ from (\ref{scale}). It is $u$, not $\theta_w$, that is uniform, because $d\Omega_w=du\,d\phi$.

Take rough typical silicon values $m_l=0.92$, $m_t=0.19$ and $\alpha=0.5\,\mathrm{eV^{-1}}$, with a final energy of 50 meV. Then $\gamma=0.050\,(1+0.025)=0.05125$ eV. With $h=0.03810\,\mathrm{eV\,nm^2}$,
\begin{equation}
 w_E=\sqrt{0.05125/0.03810}=1.160\ \mathrm{nm^{-1}},
\end{equation}
and the semi-axes are $a_l=1.112$ and $a_t=0.506\ \mathrm{nm^{-1}}$. The total measure is
\begin{equation}
 4\pi C=\frac{4\pi\,\sqrt{0.92}\,(0.19)(1.160)(1.05)}{2(0.03810)}
 \approx 36.6\ \mathrm{eV^{-1}nm^{-3}} .
\end{equation}
Multiplying by $2/(2\pi)^3$ gives 0.295 states per eV and nm$^3$ in one valley, including spin.

For $r_1=0.2$ and $r_2=0.125$, one has $u=0.6$, $s=0.8$ and $\phi=45^\circ$. Thus $k_x=k_y=0.506(0.8)(0.707)=0.286\ \mathrm{nm^{-1}}$ and $k_z=1.112(0.6)=0.667\ \mathrm{nm^{-1}}$. The cosine of the actual polar angle is 0.855, not 0.6: the scaling has turned the vector towards the long axis.

A count of states tests the result without using either derivation. Of three million points placed uniformly in a box in $\mathbf k$ space, 181\,943 fell between 48 and 52 meV. They give a measure of $36.63\ \mathrm{eV^{-1}nm^{-3}}$, which agrees with the formula within the counting error of about 0.2\%. Sorted into 80 cells of equal $\Delta u\,\Delta\phi$, their scaled directions are compatible with uniformity (chi-square $p=0.14$). Their unscaled directions are not; that $p$-value is too small to be distinguished from zero in the calculation.

\section{Two other weightings}

The linear map takes a narrow cone to a narrow cone and multiplies its volume by $\sqrt{m_l}\,m_t$. Equating $k^3d\Omega_k/3$ to that constant times $w_E^3d\Omega_w/3$ gives
\begin{equation}
 \frac{d\Omega_w}{d\Omega_k}=\frac{k^3}{\sqrt{m_l}\,m_t\,w_E^3}.
\end{equation}
The correct density per unit solid angle of $\mathbf k$ is therefore larger at the tip than at the equator by $(a_l/a_t)^3=(m_l/m_t)^{3/2}=10.7$. Uniform directions of $\mathbf k$ ignore this factor.

A useful measure of the error is the longitudinal share of $\gamma$,
\begin{equation}
 x=\frac{hk_z^2}{m_l\gamma}=\frac{w_z^2}{w_E^2}=u^2 .
\end{equation}
With the correct weighting $\langle x\rangle=\frac12\int_{-1}^{1}u^2du=\frac13$. For uniform directions of $\mathbf k$, let $\nu=\cos\theta_k$ and $R=m_l/m_t>1$. Then
\begin{align}
 x&=\frac{\nu^2/m_l}{\nu^2/m_l+(1-\nu^2)/m_t}
 =\frac{\nu^2}{R-(R-1)\nu^2}\nonumber\\
 &=\frac{1}{R-1}\left[\frac{1}{1-\sigma^2\nu^2}-1\right],
 \qquad \sigma^2=1-\frac1R .
\end{align}
Averaging over $0<\nu<1$ gives
\begin{equation}
 \langle x\rangle_k=\frac{1}{R-1}
 \left[\frac{\operatorname{artanh}\sigma}{\sigma}-1\right].
\end{equation}
In the example this is 0.156, less than half the correct value. Equal-area sampling has weight $G(u)$ and gives
\begin{equation}
 \langle x\rangle_S=\frac{\int_0^1u^2G(u)\,du}{\int_0^1G(u)\,du}=0.280 .
\end{equation}

Two limits put these numbers in context. As $R\to1$, $G$ becomes constant and $\operatorname{artanh}\sigma/\sigma-1\to\sigma^2/3$, so all three shares tend to $1/3$. As $R\to\infty$, $G$ becomes proportional to $\sqrt{1-u^2}$ and the equal-area share tends to $(\pi/16)/(\pi/4)=1/4$. The share for uniform $\mathbf k$ directions instead tends to zero, because $\operatorname{artanh}\sigma$ grows only logarithmically with $R$.

\section{Effect on diffusion}

Equation (\ref{grad}) gives the velocity $v_i=2hk_i/[\hbar m_i(1+2\alpha E)]$. Correct sampling has $\langle k_i^2\rangle=m_iw_E^2/3$, hence
\begin{equation}
 \langle v_i^2\rangle
 =\frac{4h^2w_E^2}{3\hbar^2m_i(1+2\alpha E)^2}
 =\frac{4h\gamma}{3\hbar^2m_i(1+2\alpha E)^2}.
\end{equation}
Suppose that scattering is elastic, occurs at a constant rate $\Gamma$, and draws each new direction independently of the old one. The velocity is remembered only if no event has occurred, with probability $e^{-\Gamma t}$. Since the average velocity after an event is zero,
\begin{equation}
 D_i=\int_0^\infty\langle v_i(t)v_i(0)\rangle\,dt
 =\int_0^\infty\langle v_i^2\rangle e^{-\Gamma t}dt
 =\frac{\langle v_i^2\rangle}{\Gamma}.
\end{equation}

For $\Gamma=10^{13}\,\mathrm{s^{-1}}$, the longitudinal rms velocity is $7.70\times10^6$ cm/s and $D_l=(7.70\times10^6)^2/10^{13}=5.9\ \mathrm{cm^2/s}$. The transverse value is $D_t=28.7\ \mathrm{cm^2/s}$. Along a cubic axis, two of the six valleys show their longitudinal mass and four their transverse mass. With equal populations the average is
\begin{equation}
 D=\frac{D_l+2D_t}{3}=21.1\ \mathrm{cm^2/s}.
\end{equation}

Uniform directions of $\mathbf k$, at the same energy and rate, multiply $D_l$ by $3(0.156)$ and $D_t$ by $\frac32(1-0.156)$. The values become 2.8 and 36.3 cm$^2$/s, and the six-valley average becomes 25.1 cm$^2$/s, 19\% above the correct one. The average partly hides a much larger error in the anisotropy: $D_t/D_l$ rises from $m_l/m_t=4.8$ to about 13. Simulated free flights of 20\,000 electrons over 50 mean free times, corrected for the finite duration, gave 6.0 and 28.8 cm$^2$/s with the correct rule and 2.8 and 36.6 cm$^2$/s with the other.

\section{Where real silicon departs from the model}

The masses and $\alpha$ are rough values for electrons in silicon near room temperature. The scattering rate is a round number chosen for illustration. In the parabolic limit it gives a mobility $e/(m_cm_0\Gamma)$, with $1/m_c=(1/m_l+2/m_t)/3$, of about $680\ \mathrm{cm^2/(V\,s)}$, roughly half the value measured in pure silicon. The diffusion constants above therefore show the effect of the sampling rule and are not predictions for silicon. A single constant rate is also a simplification. The assumption of a direction-independent matrix element fails for several mechanisms. Scattering by ionized impurities, for instance, favours small changes of $\mathbf k$. Intravalley acoustic scattering is another example. For elastic scattering with thermally populated phonons, a deformation-potential estimate is
\begin{equation}
 |M|^2\propto\frac{(\Xi_d+\Xi_u c^2)^2}{v_L^2}
 +\frac{\Xi_u^2c^2(1-c^2)}{v_T^2},\qquad c=\frac{q_z}{q},
\end{equation}
where $\mathbf q$ is the change of $\mathbf k$. With rough values $\Xi_d=1$ eV, $\Xi_u=9$ eV and sound speeds $v_L=9.0$ and $v_T=5.4$ km/s, the mean final share $x$ is 0.29 for a start at the tip and 0.45 for a start on the equator, against $1/3$ for the uniform law. The total rate is 1.35 times larger from the tip. These figures depend on $\Xi_d$, whose quoted values for silicon differ even in sign. With $\Xi_u=9$ eV, $\Xi_d=-6$ eV gives shares of 0.32 from both starts and a rate ratio of 0.78, and $\Xi_d=-11.7$ eV gives 0.37, 0.26 and 0.61. The example therefore shows that the final state depends on the initial one, but it does not fix the size or the direction of the effect in silicon. Such events can be sampled by a uniform draw that is accepted with probability $|M|^2/|M|^2_{\max}$. If attempts come at a constant rate, a rejected draw must leave $\mathbf k$ unchanged. Redrawing until one is accepted is correct only if the event rate itself follows the total scattering rate from the initial state. The resulting change in $D$ has not been computed here.

A uniform shell population nevertheless remains stationary under this mechanism. The squared matrix element is unchanged when initial and final states are exchanged, so with equal occupation per $d\Omega_w$ the flow into each state equals the flow out. Uniformity of the equilibrium population is thus a weaker property than uniformity after every event.

The ellipsoid itself is also approximate. A two-band $\mathbf k\cdot\mathbf p$ model, with $k_X$ the distance from the X point to the valley minimum and $p=k_X+k_z$ the axial wavevector measured from X, has
\begin{align}
 E={}&h\left[\frac{p^2+k_X^2}{m_l}+\frac{k_x^2+k_y^2}{m_t}\right]\nonumber\\
 &-2h\sqrt{\left(\frac{k_Xp}{m_l}\right)^2
 +\left(\frac{k_xk_y}{M}\right)^2},\qquad
 \frac1M\simeq\frac1{m_t}-1 .
\end{align}
For $k_X=1.74\ \mathrm{nm^{-1}}$ its density of states per $d\Omega_w$ at 50 meV varies from 0.95 to 1.16 times its mean. Relative to the ellipsoidal model with $\alpha=0.5\,\mathrm{eV^{-1}}$, $\langle v_i^2\rangle$ is 4.6\% larger longitudinally and 1.0\% smaller transversely. These shifts combine warping with the different nonparabolicity of the two models; relative to a parabolic ellipsoid the two components are 2.8\% and 7.9\% smaller. They also move with the rough value of $k_X$: for $k_X$ from 1.62 to $1.97\ \mathrm{nm^{-1}}$ the longitudinal shift runs from $+3.9$ to $+5.5\%$, the transverse one from about $-2.5$ to $+1.1\%$, and the largest relative weight from 1.20 to 1.12. At fixed $\Gamma$, with new states drawn from the two-band density of states, $D_l$ and $D_t$ change by the same percentages. The average velocity after an event is still zero, because weighting $\nabla_{\mathbf k}E$ by $dS/|\nabla_{\mathbf k}E|$ gives the integral of the outward unit normal over a closed surface, which vanishes.

The two-band energy at X is 125 meV. At 300 K, a Boltzmann population in the ellipsoidal density of states has 2.5\% of its electrons above that energy, where a separate closed ellipsoid is no longer a sound picture. For $10^{17}$ electrons per cm$^3$, the equilibrium occupation at 50 meV is about $5\times10^{-4}$, so final-state blocking is negligible; at degenerate densities it matters for directions if $f$ varies over the shell. Collision broadening, $\hbar\Gamma=6.6$ meV, is 13\% of the energy. It mixes neighbouring shells, but each ellipsoidal shell has the same uniform law in $\Omega_w$, so mixing with direction-independent weights leaves that law intact. The numerical output below gives the values to more digits.

\section*{Computed results}
\begin{verbatim}
masses ml, mt (m0): 0.92, 0.19; alpha (1/eV): 0.5
energy E: 50.0 meV; gamma: 51.25 meV
hbar^2/2m0: 0.03810 eV nm^2
radius of w sphere: 1.1598 1/nm
k semi-axes, long. and transv.: 1.1124, 0.5055 1/nm
shell measure, formula: 36.5998 1/(eV nm^3)
shell measure, surface integral: 36.5998 1/(eV nm^3)
shell measure, point count: 36.6297 1/(eV nm^3)
DOS per valley with spin: 0.29510 1/(eV nm^3)
points counted in thin shell: 181943
uniformity p-value, w directions: 0.142
uniformity p-value, k directions: 0.0e+00
largest cap-fraction error of recipe: 0.00060
density per k solid angle, tip/equator: 10.655
|grad E|, equator/tip: 2.200
one draw r1, r2: 0.2, 0.125
  cos(theta_w), phi_w: 0.600, 45.0 deg
  kx, ky, kz: 0.2860, 0.2860, 0.6675 1/nm
  cos(theta_k): 0.8552; energy: 50.0000 meV
longitudinal share, DOS weighting: 0.3333
longitudinal share, equal area: 0.2800
longitudinal share, uniform k directions: 0.1563
rms v, long. and transv.: 7.697e+06, 1.694e+07 cm/s
scattering rate: 1.0e+13 1/s
D long., transv., correct: 5.92, 28.69 cm2/s
  simulated: 6.02, 28.77 cm2/s
D long., transv., k directions: 2.78, 36.31 cm2/s
  simulated: 2.76, 36.57 cm2/s
six-valley D, correct and wrong: 21.10, 25.13 cm2/s
six-valley error of k directions: 19.1 %
lattice constant: 0.543 nm; minimum to X: 1.736 1/nm
two-band energy at X: 124.8 meV
two-band weight/mean, min and max: 0.948, 1.164
two-band DOS / ellipsoidal DOS: 0.9926
two-band <v^2>/ellipsoidal, long.: 1.0459
two-band <v^2>/ellipsoidal, transv.: 0.9902
acoustic Xi_d, Xi_u: 1.0, 9.0 eV
sound speeds, long. and transv.: 9.0, 5.4 km/s
acoustic final share, start at tip: 0.294
acoustic final share, start at equator: 0.448
acoustic rate, tip/equator: 1.35
temperature: 300 K; kT: 25.85 meV
thermal fraction above X energy: 2.48 %
occupation at E for 1e+17 cm^-3: 5.02e-04
collision broadening hbar*rate: 6.58 meV
\end{verbatim}
